# When the floating voltage of a symmetric three-terminal junction cannot be positive: a program that tests the result

```python
"""
Floating voltage of a symmetric three-terminal junction.
Side terminals L and R are at +V and -V; the central terminal C floats.
Result under test: if the transmissions C<-L and C<-R are equal and do not
decrease with energy, and all terminals share one temperature, then V_C <= 0.
Also tested: small-bias law, sharp-step formula, and the sign change when
the two transmissions are shifted in energy by +eps and -eps.

Symbols (energies in meV from the mean chemical potential mu0):
  u  = e V,  x = mu_C - mu0 = -e V_C,  kT = thermal energy
  G(mu) = integral of T(E) f(E-mu),  g = dG/dmu
An energy in meV divided by e is a voltage in mV with the same number.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, fsolve
from scipy.special import expit

MEV = 1e-3 * const.e
TEMPERATURE = 4.2
KT = const.k * TEMPERATURE / MEV
HW_X, HW_Y, N_SUB = 1.0, 3.0, 8
GRID = np.linspace(-40.0, 40.0, 4001)


def integral(y, energy):
    h = energy[1] - energy[0]
    return h * (y.sum() - 0.5 * (y[0] + y[-1]))


def fermi(energy, mu, kt=KT):
    return expit(-(energy - mu) / kt)


def minus_df(energy, mu, kt=KT):
    f = fermi(energy, mu, kt)
    return f * (1.0 - f) / kt


def saddle(energy):
    """Summed transmission of a saddle; first threshold at mu0."""
    return sum(expit(2 * np.pi * (energy - n * HW_Y) / HW_X)
               for n in range(N_SUB))


def saddle_slope(energy):
    total = 0.0
    for n in range(N_SUB):
        p = expit(2 * np.pi * (energy - n * HW_Y) / HW_X)
        total = total + 2 * np.pi / HW_X * p * (1 - p)
    return total


def floating_shift(t_left, t_right, u, energy=GRID, kt=KT):
    """Root x of the zero-current condition; t(E, x) may depend on x."""
    f_l, f_r = fermi(energy, -u, kt), fermi(energy, u, kt)

    def outflow(x):
        f_c = fermi(energy, x, kt)
        return integral(t_left(energy, x) * (f_c - f_l)
                        + t_right(energy, x) * (f_c - f_r), energy)
    return brentq(outflow, -abs(u), abs(u), xtol=1e-13, rtol=1e-13)


def equal_shift(trans, u, energy=GRID, kt=KT):
    def t(e, x):
        return trans(e)
    return floating_shift(t, t, u, energy, kt)


def moving_shift(u, a=0.0, b=0.0, offset=0.0):
    """Barriers follow side bias (a), central voltage (b), fixed offset."""
    eps = a * u + offset
    return floating_shift(lambda e, x: saddle(e + eps - b * x),
                          lambda e, x: saddle(e - eps - b * x), u)


def isolated_probe(trans, u):
    """Zero particle and zero energy current: returns x and k*theta_C."""
    t = trans(GRID)
    sides = fermi(GRID, u) + fermi(GRID, -u)

    def balance(p):
        diff = 2 * fermi(GRID, p[0], np.exp(p[1])) - sides
        return [integral(t * diff, GRID), integral(GRID * t * diff, GRID)]
    start = [0.03, 0.5 * np.log(KT**2 + 2.5 * u**2 / np.pi**2)]
    sol = fsolve(balance, start, xtol=1e-12)
    assert max(abs(np.array(balance(sol)))) < 1e-8
    return sol[0], np.exp(sol[1])


# --- Random monotonic transmissions, solved directly from zero current ---
rng = np.random.default_rng(7)
rising, falling, favoured = [], [], []
for _ in range(40):
    weight = rng.uniform(0.1, 1.0, 3)
    centre = rng.uniform(-3.0, 3.0, 3)
    width = rng.uniform(0.1, 1.0, 3)
    u = rng.uniform(0.3, 3.0)

    def up(e):
        return sum(w * expit((e - c) / s)
                   for w, c, s in zip(weight, centre, width))

    def down(e):
        return weight.sum() + 0.1 - up(e)
    rising.append(equal_shift(up, u))
    falling.append(equal_shift(down, u))
    peak, part = rng.uniform(-2, 2), rng.uniform(0, 1)

    def ratio(e):
        return part * np.exp(-(e - peak)**2)
    favoured.append(floating_shift(lambda e, x: up(e) * (1 - ratio(e)),
                                   lambda e, x: up(e) * (1 + ratio(e)), u))
assert min(rising) > -1e-10 and max(rising) > 0.05
assert max(falling) < 1e-10 and min(falling) < -0.01
assert min(favoured) > -1e-10
assert abs(equal_shift(lambda e: 0.7 + 0 * e, 1.0)) < 1e-10

# --- Derivatives of G against finite differences ---
def G(mu):
    return integral(saddle(GRID) * fermi(GRID, mu), GRID)


g0 = integral(saddle(GRID) * minus_df(GRID, 0.0), GRID)
g1 = integral(saddle_slope(GRID) * minus_df(GRID, 0.0), GRID)
d = 0.01
assert abs((G(d) - G(-d)) / (2 * d) / g0 - 1) < 1e-3
assert abs((G(d) + G(-d) - 2 * G(0)) / d**2 / g1 - 1) < 1e-3

# --- Small-bias law, with and without moving barriers ---
u_small = 0.01
for a in (0.0, 0.2, 0.8):
    law = 0.5 * u_small**2 * g1 / g0 * (1 - 2 * a)
    assert abs(moving_shift(u_small, a, 0.3) / law - 1) < 2e-3

# --- Sharp step at mu0; grid begins at the step ---
step_grid = np.linspace(0.0, 30.0, 15001)
for u in (0.2, 1.0, 4.0):
    found = equal_shift(lambda e: np.ones_like(e), u, step_grid)
    formula = KT * np.log(2 * np.cosh(u / (2 * KT)) - 1)
    assert abs(found - formula) < 2e-5
step_ratio = -found / u
assert abs(step_ratio + 0.5) < 1e-3

# --- Exact sign change for shifted barriers ---
for u in (0.3, 1.0, 2.5):
    for b in (0.0, 0.4, 1.0):
        assert abs(moving_shift(u, 0.5, b)) < 1e-9
        assert all(moving_shift(u, a, b) > 1e-5 for a in (-0.3, 0.1, 0.45))
        assert all(moving_shift(u, a, b) < -1e-5 for a in (0.55, 0.9))
OFFSET = 0.1
assert abs(moving_shift(2 * OFFSET, offset=OFFSET)) < 1e-9
assert moving_shift(OFFSET, offset=OFFSET) < 0
assert moving_shift(3 * OFFSET, offset=OFFSET) > 0

# --- Lattice junctions: transmissions from Green functions, hopping = 1 ---
def lattice_transmission(ham, sites, energy):
    k = np.arccos(-energy / 2)
    n = len(ham)
    mat = energy[:, None, None] * np.eye(n) - ham[None, :, :]
    mat = mat.astype(complex)
    for s in sites:
        mat[:, s, s] += np.exp(1j * k)
    green = np.linalg.inv(mat)
    block = green[:, sites, :][:, :, sites]
    return (2 * np.sin(k))[:, None, None]**2 * abs(block)**2


def lattice_shift(trans, energy, mu0, u, kt):
    """Terminal order L, R, C; uses the complete current at C."""
    out = trans[:, 0, 2] + trans[:, 1, 2]
    inflow = (trans[:, 2, 0] * fermi(energy, mu0 - u, kt)
              + trans[:, 2, 1] * fermi(energy, mu0 + u, kt))
    return brentq(lambda x: integral(
        out * fermi(energy, mu0 + x, kt) - inflow, energy),
        -abs(u), abs(u), xtol=1e-13)


band = np.linspace(-1.9999, 1.9999, 3201)
star = lattice_transmission(np.zeros((1, 1)), [0, 0, 0], band)
lower = band < 0
assert np.all(np.diff(star[lower, 2, 0]) > 0)
star_low = lattice_shift(star, band, -1.0, 0.5, 0.02)
star_high = lattice_shift(star, band, 1.0, 0.5, 0.02)
assert star_low > 1e-3 and star_high < -1e-3


def triangle(flux):
    p = np.exp(1j * flux / 3)
    ham = np.zeros((3, 3), complex)
    ham[1, 0], ham[2, 1], ham[0, 2] = -0.7 * p, -p, -p
    ham = ham + ham.conj().T
    ham[2, 2] = 0.3
    return lattice_transmission(ham, [0, 1, 2], band)


t_zero, t_plus, t_minus = triangle(0.0), triangle(1.0), triangle(-1.0)
for t in (t_zero, t_plus):
    assert np.allclose(t[:, 0, 2] + t[:, 1, 2], t[:, 2, 0] + t[:, 2, 1],
                       atol=1e-10)
assert np.allclose(t_zero[:, 2, 0], t_zero[:, 2, 1], atol=1e-10)
assert np.allclose(t_plus[:, 2, 0], t_minus[:, 2, 1], atol=1e-10)
assert np.max(abs(t_plus[:, 2, 0] - t_plus[:, 2, 1])) > 0.05
flux_a = lattice_shift(t_plus, band, -0.7, 0.02, 0.01)
flux_b = lattice_shift(t_plus, band, -0.7, -0.02, 0.01)
flux_c = lattice_shift(t_minus, band, -0.7, -0.02, 0.01)
assert flux_a * flux_b < 0 and abs(flux_a - flux_c) < 1e-9

# --- Thermally isolated centre with a linear transmission ---
x_lin, kt_lin = isolated_probe(lambda e: 1 + 0.02 * e, 1.0)
assert abs(x_lin) < 1e-7
assert abs(kt_lin**2 - KT**2 - 3 / np.pi**2) < 1e-7

# --- Worked example: GaAs junction, rough typical parameters ---
print(f"temperature: {TEMPERATURE:.1f} K; k*theta: {KT:.4f} meV")
print(f"saddle hbar*omega_x: {HW_X:.1f} meV; hbar*omega_y: {HW_Y:.1f} meV")
print(f"number of subbands summed: {N_SUB}")
print(f"T at mu0: {saddle(0.0):.4f}; thermal average g: {g0:.4f}")
print(f"slope g' at mu0: {g1:.4f} per meV")
for u in (0.1, 0.25, 0.5, 1.0, 2.0):
    x = equal_shift(saddle, u)
    assert 0 < x < u and abs(x - equal_shift(saddle, -u)) < 1e-10
    print(f"V = {u:.2f} mV: V_C = {-x:.5f} mV; "
          f"small-bias law {-0.5 * u*u * g1 / g0:.5f} mV")
U = 1.0
x_main = equal_shift(saddle, U)
mean_G = 0.5 * (G(U) + G(-U))
assert abs(G(x_main) - mean_G) < 1e-9
print("The lines below are for V = 1 mV unless another V is given")
print(f"G(mu0-eV): {G(-U):.5f} meV; G(mu0+eV): {G(U):.5f} meV")
print(f"mean of these: {mean_G:.5f} meV; G(mu0): {G(0):.5f} meV")
print(f"G(mu_C): {G(x_main):.5f} meV; mu_C-mu0: {x_main:.5f} meV")
fine = np.linspace(-40.0, 40.0, 8001)
grid_change = abs(equal_shift(saddle, U, fine) - x_main)
assert grid_change < 1e-8
print(f"V_C change on halving energy step: {grid_change:.1e} mV")
for a in (0.25, 0.5, 0.75):
    print(f"barrier fraction a = {a:.2f}: V_C = "
          f"{-moving_shift(U, a) + 0.0:.5f} mV")
print(f"constriction offset eps0: {OFFSET:.2f} meV (thresholds differ by "
      f"{2 * OFFSET:.2f} meV)")
v_plus = -moving_shift(U, offset=OFFSET)
v_minus = -moving_shift(-U, offset=OFFSET)
print(f"with offset, V = +1 mV: V_C = {v_plus:.5f} mV")
print(f"with offset, V = -1 mV: V_C = {v_minus:.5f} mV")
print(f"mean over both polarities: {(v_plus + v_minus) / 2:.5f} mV")
print(f"with offset, V = +0.10 mV: V_C = "
      f"{-moving_shift(0.1, offset=OFFSET):.5f} mV")
x_hot, kt_hot = isolated_probe(saddle, U)
print(f"thermally isolated C: V_C = {-x_hot:.5f} mV, "
      f"temperature {kt_hot * MEV / const.k:.2f} K")
conductance = (2 * const.e**2 / const.h
               * 2 * integral(saddle(GRID) * minus_df(GRID, x_main), GRID))
R_METER = 1e7
print(f"conductance seen from C: {conductance * 1e6:.2f} uS")
print(f"voltmeter resistance: {R_METER / 1e6:.0f} Mohm; relative loading "
      f"error: {1 / (R_METER * conductance):.1e}")
density, mobility, mass, size_nm = 3e15, 100.0, 0.067, 300.0
k_f = np.sqrt(2 * np.pi * density)
fermi_energy = (const.hbar * k_f)**2 / (2 * mass * const.m_e) / MEV
free_path = const.hbar * k_f * mobility / const.e * 1e9
print(f"rough density: {density / 1e4:.1e} cm^-2; mobility: "
      f"{mobility * 1e4:.1e} cm2/Vs; mass: {mass:.3f} m_e")
print(f"Fermi energy in the wide regions: {fermi_energy:.2f} meV")
print(f"mean free path: {free_path:.0f} nm; junction size: {size_nm:.0f} nm")
print(f"ratio size / mean free path: {size_nm / free_path:.3f}")
print(f"sharp step, V = 4 mV: V_C/V = {step_ratio:.4f}")
print("Lattice star, hopping t, eV = 0.5 t, k*theta = 0.02 t:")
print(f"  mu0 = -t (T rising):  eV_C = {-star_low:.5f} t")
print(f"  mu0 = +t (T falling): eV_C = {-star_high:.5f} t")
print("Lattice triangle with flux phase 1 rad, k*theta = 0.01 t:")
print(f"  eV = +0.02 t: eV_C = {-flux_a:.6f} t")
print(f"  eV = -0.02 t: eV_C = {-flux_b:.6f} t")
print("every check passed")
```

It prints:

```
temperature: 4.2 K; k*theta: 0.3619 meV
saddle hbar*omega_x: 1.0 meV; hbar*omega_y: 3.0 meV
number of subbands summed: 8
T at mu0: 0.5000; thermal average g: 0.5004
slope g' at mu0: 0.6110 per meV
V = 0.10 mV: V_C = -0.00607 mV; small-bias law -0.00611 mV
V = 0.25 mV: V_C = -0.03680 mV; small-bias law -0.03816 mV
V = 0.50 mV: V_C = -0.13370 mV; small-bias law -0.15265 mV
V = 1.00 mV: V_C = -0.40781 mV; small-bias law -0.61060 mV
V = 2.00 mV: V_C = -0.98417 mV; small-bias law -2.44240 mV
The lines below are for V = 1 mV unless another V is given
G(mu0-eV): 0.02941 meV; G(mu0+eV): 1.03141 meV
mean of these: 0.53041 meV; G(mu0): 0.27735 meV
G(mu_C): 0.53041 meV; mu_C-mu0: 0.40781 meV
V_C change on halving energy step: 5.6e-17 mV
barrier fraction a = 0.25: V_C = -0.23727 mV
barrier fraction a = 0.50: V_C = -0.00000 mV
barrier fraction a = 0.75: V_C = 0.29418 mV
constriction offset eps0: 0.10 meV (thresholds differ by 0.20 meV)
with offset, V = +1 mV: V_C = -0.34597 mV
with offset, V = -1 mV: V_C = -0.46322 mV
mean over both polarities: -0.40460 mV
with offset, V = +0.10 mV: V_C = 0.00611 mV
thermally isolated C: V_C = -0.23204 mV, temperature 6.37 K
conductance seen from C: 113.47 uS
voltmeter resistance: 10 Mohm; relative loading error: 8.8e-04
rough density: 3.0e+11 cm^-2; mobility: 1.0e+06 cm2/Vs; mass: 0.067 m_e
Fermi energy in the wide regions: 10.72 meV
mean free path: 9037 nm; junction size: 300 nm
ratio size / mean free path: 0.033
sharp step, V = 4 mV: V_C/V = -0.4996
Lattice star, hopping t, eV = 0.5 t, k*theta = 0.02 t:
  mu0 = -t (T rising):  eV_C = -0.01351 t
  mu0 = +t (T falling): eV_C = 0.01351 t
Lattice triangle with flux phase 1 rad, k*theta = 0.01 t:
  eV = +0.02 t: eV_C = -0.012594 t
  eV = -0.02 t: eV_C = 0.012561 t
every check passed
```
